**Finite-arm error of a symmetric Greek cross**

For arms of width $w$ and length $L$ with ideal full-width contacts, the inferred sheet resistance is low by the fraction $E\simeq(2e^{-\pi/2}/\ln2)\,e^{-2\pi L/w}$ when the arms are long. The program solves the complete cross as a resistor network and asserts agreement with the derived infinite-arm resistance, error law, decay rate and odd-mode amplitude, within stated tolerances. It also asserts that the error comes from the dipole current pattern (resistance $z_1$), with a far smaller shift in the alternating pattern (resistance $z_2$). The conformal map is compared with numerical quadrature. At $L=w$ the output gives an error of 0.1120 % from the law and 0.1118 % from the network. For a resistive contact pad in the worked example, the derived error is 0.0711 % and the network value is 0.0717 %. The remaining lines size self-heating, temperature drift and thermoelectric offset, and compare the film thickness and mean free path with the arm width.

## Verification by program

```python
"""
Finite-arm error of a symmetric Greek cross (van der Pauw sheet resistor).
Result under test: with full-width ideal contacts at the arm ends,
    E = 1 - Rs_inferred/Rs = (2 exp(-pi/2)/ln 2) exp(-2 pi L/w)  for long arms.
w: arm width; L: arm length from central square to contact; Rs: sheet resistance.
Contacts 0,1,2,3 are right, top, left, bottom.  Current enters 0 and leaves 1;
the voltage is V3 - V2.  z1 and z2 are the resistances of the dipole current
pattern (1,0,-1,0) and the alternating pattern (1,-1,1,-1).
The independent side is a resistor network for the complete cross.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

pi = np.pi


def solve_cross(n, arm, pad=0, transfer=None):
    """Lengths in cells; n cells across an arm; resistances in units of Rs.
    transfer=None: ideal end contacts. Otherwise a resistive pad on the sheet."""
    off = arm + pad
    size = n + 2 * off
    band = np.zeros(size, dtype=bool)
    band[off:off + n] = True
    ci, cj = np.nonzero(band[:, None] | band[None, :])
    used = np.zeros((size + 1, size + 1), dtype=bool)
    for di in (0, 1):
        for dj in (0, 1):
            used[ci + di, cj + dj] = True
    number = np.full(used.shape, -1, dtype=int)
    across = slice(off, off + n + 1)
    if transfer is None:
        number[size, across] = 0
        number[across, size] = 1
        number[0, across] = 2
        number[across, 0] = 3
    free = used & (number < 0)
    number[free] = 4 + np.arange(free.sum())
    total = 4 + int(free.sum())
    corners = [number[ci, cj], number[ci + 1, cj],
               number[ci + 1, cj + 1], number[ci, cj + 1]]
    first, second, conductance = [], [], []
    for k in range(4):
        first.append(corners[k])
        second.append(corners[(k + 1) % 4])
        conductance.append(np.full(ci.size, 0.5))
    if transfer is not None:
        pads = [ci >= off + n + arm, cj >= off + n + arm, ci < pad, cj < pad]
        for terminal, chosen in enumerate(pads):
            for corner in corners:
                first.append(corner[chosen])
                second.append(np.full(chosen.sum(), terminal))
                conductance.append(np.full(chosen.sum(), 0.25 / transfer**2))
    a, b, g = map(np.concatenate, (first, second, conductance))
    rows = np.concatenate([a, b, a, b])
    cols = np.concatenate([a, b, b, a])
    vals = np.concatenate([g, g, -g, -g])
    lap = coo_matrix((vals, (rows, cols)), shape=(total, total)).tocsc()
    keep = np.delete(np.arange(total), 3)          # terminal 3 is grounded
    currents = np.zeros((total, 3))
    currents[:4, 0] = [1, -1, 0, 0]
    currents[:4, 1] = [1, 0, -1, 0]
    currents[:4, 2] = [1, -1, 1, -1]
    volt = np.zeros((total, 3))
    factor = splu(lap[keep][:, keep].tocsc(), permc_spec="MMD_AT_PLUS_A")
    volt[keep] = factor.solve(currents[keep])
    return {"R": volt[3, 0] - volt[2, 0],
            "z1": (volt[0, 1] - volt[2, 1]) / 2,
            "z2": (volt[0, 2] - volt[1, 2]) / 2,
            "dipole": volt[:, 1], "number": number, "off": off}


def extrapolate(coarse, fine):
    """Remove the h^(4/3) error of a re-entrant right-angle corner."""
    return fine + (fine - coarse) / (2**(4 / 3) - 1)


# Derived long-arm expressions
prefactor = 2 * np.exp(-pi / 2) / np.log(2)
amplitude = np.sqrt(2) * np.exp(-pi / 4) / pi
R_infinite = np.log(2) / pi


def arm_error(ratio):
    return prefactor * np.exp(-2 * pi * ratio)


# Conformal map: integrate its derivative and compare with geometry/closed form
scale = 2 * np.sqrt(2) / pi
corner_distance = scale * quad(lambda t: np.sqrt(1 - t**4) / (1 + t**4), 0, 1)[0]
assert abs(corner_distance - 1 / np.sqrt(2)) < 1e-8
for s in (0.3, 0.7, 0.95):
    p = np.sqrt(2) * s / np.sqrt(1 + s**4)
    integral = scale * quad(lambda t: np.sqrt(1 + t**4) / (1 - t**4), 0, s)[0]
    assert abs(integral - (np.arctanh(p) + np.arctan(p)) / pi) < 1e-8
map_constant = quad(lambda t: pi * scale * np.sqrt(1 + t**4) / (1 - t**4)
                    - 1 / (1 - t), 0, 1 - 1e-5)[0]
assert abs(map_constant - (np.log(2) / 2 + pi / 4)) < 2e-5  # omitted end piece

# Complete cross on two grids
ratios = [0.25, 0.5, 0.75, 1.0, 1.25]
grids = (32, 64)
long_cross = {n: solve_cross(n, int(2.5 * n)) for n in grids}
short_cross = {n: [solve_cross(n, int(r * n)) for r in ratios] for n in grids}
R_network = extrapolate(long_cross[32]["R"], long_cross[64]["R"])
assert abs(R_network / R_infinite - 1) < 2e-3   # residual grid error
errors = {n: np.array([1 - c["R"] / long_cross[n]["R"] for c in short_cross[n]])
          for n in grids}
E_network = extrapolate(errors[32], errors[64])
for r, value in zip(ratios, E_network):
    # The second term allows for the next round trip, absent from the long-arm law
    assert abs(value / arm_error(r) - 1) < 0.02 + np.exp(-2 * pi * r)
decay = -np.log(E_network[4] / E_network[2]) / (ratios[4] - ratios[2])
assert abs(decay / (2 * pi) - 1) < 0.01
prefactor_network = E_network[3] * np.exp(2 * pi)
assert abs(prefactor_network / prefactor - 1) < 0.02

# Symmetry split, and which current pattern carries the error
fine_long = long_cross[64]
fine_short = short_cross[64][2]                  # L/w = 0.75
assert abs(fine_short["R"] - (fine_short["z1"] - fine_short["z2"])) < 1e-9
shift1 = (fine_short["z1"] - 0.75) - (fine_long["z1"] - 2.5)
shift2 = (fine_short["z2"] - 0.75) - (fine_long["z2"] - 2.5)
assert shift1 < 0 and abs(shift2 / shift1) < 0.05
shift1_theory = -pi * amplitude**2 * np.exp(-2 * pi * 0.75)
assert abs(shift1 / shift1_theory - 1) < 0.03

# Odd mode in the top arm, half a width from the central square
n = 64
off = fine_long["off"]
nodes = fine_long["number"][off:off + n + 1, off + n + n // 2][::-1]
profile = fine_long["dipole"][nodes] - fine_long["dipole"][1]
weights = np.ones(n + 1)
weights[[0, -1]] = 0.5
mode = 2 / n * np.sum(weights * profile * np.cos(pi * np.arange(n + 1) / n))
amplitude_network = mode * np.exp(pi / 2)
assert abs(amplitude_network / amplitude - 1) < 0.02

# Worked example: round, rough inputs
resistivity = 15e-6        # ohm cm
thickness_nm = 20.0
width_um = 5.0
length_um = 5.0
current = 0.2e-3           # A
contact_resistivity = 1e-8  # ohm cm2
oxide_nm = 300.0
oxide_conductivity = 0.014  # W/(cm K)
temp_coefficient = 3e-3    # 1/K
seebeck = 10e-6            # V/K
mean_free_path_nm = 5.0
Rs = resistivity / (thickness_nm * 1e-7)
E_example = arm_error(length_um / width_um)
V_ideal = current * Rs * R_infinite
V_finite = V_ideal * (1 - E_example)
Rs_inferred = pi / np.log(2) * V_finite / current

# Resistive contact pad: reflection of the odd mode, tested on the network
LT_um = np.sqrt(contact_resistivity / Rs) * 1e4
k_arm = pi / width_um
k_pad = np.sqrt(k_arm**2 + 1 / LT_um**2)
reflection = -(k_pad - k_arm) / (k_pad + k_arm)
pad_cross = solve_cross(64, 64, pad=32, transfer=64 * LT_um / width_um)
E_pad_network = 1 - pad_cross["R"] / fine_long["R"]
E_pad = E_example * abs(reflection)
assert abs(E_pad_network / E_pad - 1) < 0.04     # finite cells per transfer length

# Other neglected effects (uniform heating, one-dimensional heat flow to substrate)
heat_flux = Rs * (current / (width_um * 1e-4))**2
temp_rise = heat_flux * oxide_nm * 1e-7 / oxide_conductivity
heating_error = temp_coefficient * temp_rise
thermo_error = seebeck * temp_rise / V_ideal
current_density = current / (width_um * 1e-4 * thickness_nm * 1e-7)

print(f"Error prefactor, derived: {prefactor:.4f}")
print(f"Error prefactor, network at L/w=1: {prefactor_network:.4f}")
print(f"Decay rate per L/w, derived: {2*pi:.4f}")
print(f"Decay rate per L/w, network: {decay:.4f}")
print(f"Infinite-arm R/Rs, derived: {R_infinite:.5f}")
print(f"Long-arm R/Rs, network: {R_network:.5f}")
print(f"Odd-mode amplitude/(I Rs), derived: {amplitude:.4f}")
print(f"Odd-mode amplitude/(I Rs), network: {amplitude_network:.4f}")
print(f"Shift of z1/Rs at L/w=0.75, network: {shift1:.3e}")
print(f"Shift of z1/Rs at L/w=0.75, derived: {shift1_theory:.3e}")
print(f"Shift of z2/Rs at L/w=0.75, network: {shift2:.3e}")
for r, value in zip(ratios, E_network):
    print(f"L/w={r:.2f}: error law {100*arm_error(r):.4f} %, "
          f"network {100*value:.4f} %")
for target in (1e-2, 1e-3, 1e-4):
    print(f"L/w for error {100*target:g} %: "
          f"{np.log(prefactor/target)/(2*pi):.3f}")
print(f"Extra L/w per tenfold smaller error: {np.log(10)/(2*pi):.3f}")
print(f"Film resistivity: {resistivity*1e6:.1f} uohm cm")
print(f"Film thickness: {thickness_nm:.1f} nm")
print(f"Arm width: {width_um:.1f} um")
print(f"Arm length: {length_um:.1f} um")
print(f"Current: {current*1e3:.2f} mA")
print(f"True sheet resistance: {Rs:.4f} ohm/square")
print(f"Voltage, infinite arms: {V_ideal*1e6:.3f} uV")
print(f"Voltage, finite arms: {V_finite*1e6:.3f} uV")
print(f"Inferred sheet resistance: {Rs_inferred:.4f} ohm/square")
print(f"Finite-arm error, ideal contacts: {100*E_example:.4f} %")
print(f"Contact resistivity: {contact_resistivity:.1e} ohm cm2")
print(f"Transfer length: {LT_um:.3f} um")
print(f"Odd-mode reflection at pad: {reflection:.3f}")
print(f"Finite-arm error with pad, derived: {100*E_pad:.4f} %")
print(f"Finite-arm error with pad, network: {100*E_pad_network:.4f} %")
print(f"Current density in arm: {current_density:.2e} A/cm2")
print(f"Oxide thickness: {oxide_nm:.0f} nm")
print(f"Oxide thermal conductivity: {oxide_conductivity:.3f} W/(cm K)")
print(f"Self-heating: {temp_rise*1e3:.2f} mK")
print(f"Temperature coefficient: {100*temp_coefficient:.2f} %/K")
print(f"Resistance change from self-heating: {100*heating_error:.5f} %")
print(f"Resistance change for 1 K drift: {100*temp_coefficient*1.0:.2f} %")
print(f"Seebeck coefficient: {seebeck*1e6:.1f} uV/K")
print(f"Thermoelectric offset/signal: {100*thermo_error:.4f} %")
print(f"Mean free path: {mean_free_path_nm:.1f} nm")
print(f"Mean free path/width: {mean_free_path_nm/(width_um*1e3):.4f}")
print(f"Thickness/width: {thickness_nm/(width_um*1e3):.4f}")
print("finished without a failed check")
```

Printed output:

```
Error prefactor, derived: 0.5998
Error prefactor, network at L/w=1: 0.5988
Decay rate per L/w, derived: 6.2832
Decay rate per L/w, network: 6.2826
Infinite-arm R/Rs, derived: 0.22064
Long-arm R/Rs, network: 0.22065
Odd-mode amplitude/(I Rs), derived: 0.2052
Odd-mode amplitude/(I Rs), network: 0.2058
Shift of z1/Rs at L/w=0.75, network: -1.197e-03
Shift of z1/Rs at L/w=0.75, derived: -1.189e-03
Shift of z2/Rs at L/w=0.75, network: -2.283e-06
L/w=0.25: error law 12.4689 %, network 12.1386 %
L/w=0.50: error law 2.5920 %, network 2.5736 %
L/w=0.75: error law 0.5388 %, network 0.5375 %
L/w=1.00: error law 0.1120 %, network 0.1118 %
L/w=1.25: error law 0.0233 %, network 0.0232 %
L/w for error 1 %: 0.652
L/w for error 0.1 %: 1.018
L/w for error 0.01 %: 1.385
Extra L/w per tenfold smaller error: 0.366
Film resistivity: 15.0 uohm cm
Film thickness: 20.0 nm
Arm width: 5.0 um
Arm length: 5.0 um
Current: 0.20 mA
True sheet resistance: 7.5000 ohm/square
Voltage, infinite arms: 330.953 uV
Voltage, finite arms: 330.583 uV
Inferred sheet resistance: 7.4916 ohm/square
Finite-arm error, ideal contacts: 0.1120 %
Contact resistivity: 1.0e-08 ohm cm2
Transfer length: 0.365 um
Odd-mode reflection at pad: -0.634
Finite-arm error with pad, derived: 0.0711 %
Finite-arm error with pad, network: 0.0717 %
Current density in arm: 2.00e+05 A/cm2
Oxide thickness: 300 nm
Oxide thermal conductivity: 0.014 W/(cm K)
Self-heating: 2.57 mK
Temperature coefficient: 0.30 %/K
Resistance change from self-heating: 0.00077 %
Resistance change for 1 K drift: 0.30 %
Seebeck coefficient: 10.0 uV/K
Thermoelectric offset/signal: 0.0078 %
Mean free path: 5.0 nm
Mean free path/width: 0.0010
Thickness/width: 0.0040
finished without a failed check
```
